# Resonance width of a GaAs double-barrier well from a bouncing electron: a numerical check

```python
# Result under test: width (FWHM) of a resonance in a double-barrier well.
#   bare estimate:       Gamma0 = hbar v (T1+T2) / (2 L)
#   finite barriers:     Gamma  = hbar v (T1+T2) / (2 (L + 2/kappa))
# L: well width, v: speed in the well, T1, T2: barrier transmissions,
# kappa: decay constant in the barrier. Internal units: eV, nm, ps.
# Independent road: layered wave equation (transmission curve and complex
# resonance energy) and decay of a state on a spatial grid.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HBAR = const.hbar / const.e * 1e12                       # eV ps
H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
KB = const.k / const.e                                   # eV/K
mass = 0.067
E0 = 0.080
L = 5.0
T_each = 0.01


def outgoing_mismatch(E, layers, v_right, sign):
    """Start with a left-lead wave exp(sign*i*k*x), cross the layers and
    return the mismatch with a purely outgoing wave on the right."""
    E = complex(E)
    k_left = np.sqrt(mass * E / H2M)
    k_right = np.sqrt(mass * (E - v_right) / H2M)
    psi, flux = 1.0 + 0j, sign * 1j * k_left / mass
    for d, v, m in layers:
        q = np.sqrt(m * (E - v) / H2M)
        c, s = np.cos(q * d), np.sin(q * d)
        psi, flux = c * psi + m * s / q * flux, -q * s / m * psi + c * flux
    return flux - 1j * k_right / mass * psi


def transmission(E, layers):
    k = np.sqrt(mass * E / H2M)
    return 4 * (k / mass)**2 / abs(outgoing_mismatch(E, layers, 0.0, -1))**2


def reflection(E, layers):
    return (-outgoing_mismatch(E, layers, 0.0, 1)
            / outgoing_mismatch(E, layers, 0.0, -1))


def resonance(layers, guess, v_right=0.0):
    """Complex resonance energy by Newton iteration: (level, width)."""
    z, h = complex(guess), 1e-6
    for _ in range(60):
        f = outgoing_mismatch(z, layers, v_right, -1)
        df = (outgoing_mismatch(z + h, layers, v_right, -1)
              - outgoing_mismatch(z - h, layers, v_right, -1)) / (2 * h)
        step = f / df
        z -= step
        if abs(step) < 1e-11:
            break
    else:
        raise AssertionError("resonance search did not converge")
    assert z.imag < 0
    return z.real, -2 * z.imag


def half_maximum_width(layers, guess):
    level, width = resonance(layers, guess)
    best = minimize_scalar(lambda E: -transmission(E, layers),
                           bounds=(level - width, level + width),
                           method="bounded", options={"xatol": 1e-10})
    top, peak = best.x, -best.fun

    def excess(E):
        return transmission(E, layers) - peak / 2
    low = brentq(excess, top - 4 * width, top, xtol=1e-13)
    high = brentq(excess, top, top + 4 * width, xtol=1e-13)
    return top, peak, high - low


# Bare estimate
k = np.sqrt(mass * E0 / H2M)
speed = 2 * E0 / (HBAR * k)                              # nm/ps
round_trip = 2 * L / speed
bare = HBAR * 2 * T_each / round_trip
bare_log = -HBAR * np.log((1 - T_each)**2) / round_trip
assert abs(bare * 1e3 - 0.85) < 0.01
assert abs(bare_log / bare - 1) < 0.01
hard_wall = H2M / mass * (np.pi / L)**2

# Barrier consistent with the level and the transmission
V0 = E0 / np.cos(k * L / 2)**2
kappa = np.sqrt(mass * (V0 - E0) / H2M)


def thickness(T):
    return np.arcsinh(np.sqrt(1 / T - 1) * 2 * k * kappa
                      / (k**2 + kappa**2)) / kappa


b = thickness(T_each)
barrier = (b, V0, mass)
assert abs(transmission(E0, [barrier]) / T_each - 1) < 1e-6

# Reflection delay expressed as an added path, against 2/kappa
dE = 1e-5
phase_step = np.angle(reflection(E0 + dE, [barrier])
                      / reflection(E0 - dE, [barrier]))
dk = np.sqrt(mass * (E0 + dE) / H2M) - np.sqrt(mass * (E0 - dE) / H2M)
added_path = phase_step / dk
assert abs(added_path * kappa / 2 - 1) < 0.02

# Corrected width against the full transmission curve
L_eff = L + 2 / kappa
corrected = HBAR * speed * 2 * T_each / (2 * L_eff)
device = [barrier, (L, 0.0, mass), barrier]
top, peak, fwhm = half_maximum_width(device, E0)
level, pole_width = resonance(device, E0)
assert abs(top - E0) < 5e-4
assert abs(peak - 1) < 1e-4
assert abs(corrected / fwhm - 1) < 0.03
assert abs(pole_width / fwhm - 1) < 0.02
assert bare / fwhm > 1.5      # the bare estimate is too wide here

# Unequal barriers: sum of transmissions and peak height
T_small = T_each / 4
uneven = [barrier, (L, 0.0, mass), (thickness(T_small), V0, mass)]
_, peak_uneven, fwhm_uneven = half_maximum_width(uneven, E0)
formula_uneven = HBAR * speed * (T_each + T_small) / (2 * L_eff)
peak_formula = 4 * T_each * T_small / (T_each + T_small)**2
assert abs(formula_uneven / fwhm_uneven - 1) < 0.03
assert abs(peak_uneven / peak_formula - 1) < 0.03

# Thin, high barriers: here the bare formula should hold
thin = 0.02
V_thin = brentq(lambda v: transmission(E0, [(thin, v, mass)]) - T_each,
                20.0, 1000.0)
wall = (thin, V_thin, mass)
L_thin = np.pi / k
top_thin, _, fwhm_thin = half_maximum_width(
    [wall, (L_thin, 0.0, mass), wall], 0.94 * E0)
speed_thin = 2 * np.sqrt(H2M * top_thin / mass) / HBAR
bare_thin = HBAR * speed_thin * 2 * transmission(top_thin, [wall]) / (2 * L_thin)
assert abs(bare_thin / fwhm_thin - 1) < 0.06

# Decay in time: even states on a half-line grid, end wall far away
dx, box = 0.1, 1500.0
n = int(round(box / dx))
left_edge = np.arange(n) * dx
x = left_edge + dx / 2
overlap = np.clip(np.minimum(left_edge + dx, L / 2 + b)
                  - np.maximum(left_edge, L / 2), 0, dx) / dx
hop = H2M / mass / dx**2
diagonal = 2 * hop + V0 * overlap
diagonal[0] -= hop            # even symmetry about the well centre
energies, states = eigh_tridiagonal(diagonal, -hop * np.ones(n - 1),
                                    select="v", select_range=(0.03, 0.13))
start = np.where(x < L / 2, np.cos(k * x), 0.0)
amplitudes = states.T @ start
inside = states[x < L / 2]


def occupation(t):
    wave = inside @ (amplitudes * np.exp(-1j * energies * t / HBAR))
    return np.sum(abs(wave)**2)


t1, t2 = 1.0, 2.5
decay_width = HBAR * np.log(occupation(t1) / occupation(t2)) / (t2 - t1)
assert abs(decay_width / fwhm - 1) < 0.04   # grid and energy-window error

# Sizes of neglected effects; material inputs are rough typical values
m_barrier = 0.09
heavy = (b, V0, m_barrier)
level_heavy, width_heavy = resonance([heavy, (L, 0.0, mass), heavy], 0.075)
alpha = 0.6                                              # 1/eV
speed_ratio = np.sqrt(1 + alpha * E0) / (1 + 2 * alpha * E0)
bias = 0.08
total = L + 2 * b
tilted, position = [], 0.0
for d, v in ((b, V0), (L, 0.0), (b, V0)):
    for _ in range(60):
        middle = position + d / 120
        tilted.append((d / 60, v - bias * middle / total, mass))
        position += d / 60
level_bias, width_bias = resonance(tilted, E0 - bias / 2, -bias)
assert 0.02 < level_bias < 0.06
field = bias / total * 10                                # MV/cm
monolayer = 0.283
level_wide, _ = resonance([barrier, (L + monolayer, 0.0, mass), barrier], 0.075)
mobility = {300: 8.0e3, 77: 1.0e5}                       # cm^2/(V s)
collision = {T: const.hbar / (mu * 1e-4 * mass * const.m_e) * 1e3
             for T, mu in mobility.items()}              # meV
thermal = {T: 4 * np.arccosh(np.sqrt(2)) * KB * T * 1e3 for T in mobility}

print(f"effective mass: {mass:.3f} m0")
print(f"level energy: {E0*1e3:.1f} meV")
print(f"well width: {L:.2f} nm")
print(f"transmission of each barrier: {T_each:.3f}")
print(f"wave number k: {k:.4f} 1/nm")
print(f"phase k L: {k*L:.4f} rad")
print(f"wavelength in well: {2*np.pi/k:.2f} nm")
print(f"speed: {speed:.1f} nm/ps")
print(f"bare round-trip time: {round_trip*1e3:.2f} fs")
print(f"hbar / round-trip time: {HBAR/round_trip*1e3:.2f} meV")
print(f"BARE WIDTH: {bare*1e3:.3f} meV")
print(f"bare width with logarithm: {bare_log*1e3:.3f} meV")
print(f"bare lifetime: {HBAR/bare:.3f} ps")
print(f"hard-wall ground level: {hard_wall*1e3:.1f} meV")
print(f"barrier height V0: {V0*1e3:.1f} meV")
print(f"barrier kappa: {kappa:.4f} 1/nm")
print(f"penetration length 1/kappa: {1/kappa:.3f} nm")
print(f"barrier thickness b: {b:.3f} nm")
print(f"added path per reflection, computed: {added_path:.3f} nm")
print(f"added path per reflection, 2/kappa: {2/kappa:.3f} nm")
print(f"effective well width: {L_eff:.3f} nm")
print(f"CORRECTED WIDTH: {corrected*1e3:.3f} meV")
print(f"corrected lifetime: {HBAR/corrected:.3f} ps")
print(f"computed peak energy: {top*1e3:.3f} meV")
print(f"computed peak transmission: {peak:.5f}")
print(f"computed FWHM: {fwhm*1e3:.4f} meV")
print(f"width from complex energy: {pole_width*1e3:.4f} meV")
print(f"width from decay in time: {decay_width*1e3:.4f} meV")
print(f"bare width / computed FWHM: {bare/fwhm:.3f}")
print(f"unequal case, second transmission: {T_small:.4f}")
print(f"unequal case, width formula: {formula_uneven*1e3:.4f} meV")
print(f"unequal case, computed FWHM: {fwhm_uneven*1e3:.4f} meV")
print(f"unequal case, peak formula: {peak_formula:.4f}")
print(f"unequal case, computed peak: {peak_uneven:.4f}")
print(f"thin-barrier case, well width: {L_thin:.3f} nm")
print(f"thin-barrier case, peak energy: {top_thin*1e3:.2f} meV")
print(f"thin-barrier case, bare width: {bare_thin*1e3:.4f} meV")
print(f"thin-barrier case, computed FWHM: {fwhm_thin*1e3:.4f} meV")
print(f"rough barrier mass: {m_barrier:.3f} m0")
print(f"heavier barrier, level: {level_heavy*1e3:.2f} meV")
print(f"heavier barrier, width: {width_heavy*1e3:.3f} meV")
print(f"rough nonparabolicity: {alpha:.2f} 1/eV")
print(f"nonparabolic speed / parabolic speed: {speed_ratio:.3f}")
print(f"applied bias: {bias*1e3:.0f} mV")
print(f"field at this bias: {field:.4f} MV/cm")
print(f"biased level above emitter edge: {level_bias*1e3:.2f} meV")
print(f"biased width: {width_bias*1e3:.3f} meV")
print(f"rough monolayer thickness: {monolayer:.3f} nm")
print(f"level shift, one monolayer wider: {(level_wide-level)*1e3:.2f} meV")
for T in (77, 300):
    print(f"rough mobility at {T} K: {mobility[T]:.0f} cm2/Vs")
    print(f"collision broadening at {T} K: {collision[T]:.2f} meV")
    print(f"thermal spread (FWHM) at {T} K: {thermal[T]:.1f} meV")
print("every check passed")
```

Output:

```
effective mass: 0.067 m0
level energy: 80.0 meV
well width: 5.00 nm
transmission of each barrier: 0.010
wave number k: 0.3751 1/nm
phase k L: 1.8754 rad
wavelength in well: 16.75 nm
speed: 648.1 nm/ps
bare round-trip time: 15.43 fs
hbar / round-trip time: 42.66 meV
BARE WIDTH: 0.853 meV
bare width with logarithm: 0.857 meV
bare lifetime: 0.772 ps
hard-wall ground level: 224.5 meV
barrier height V0: 228.5 meV
barrier kappa: 0.5111 1/nm
penetration length 1/kappa: 1.957 nm
barrier thickness b: 5.765 nm
added path per reflection, computed: 3.909 nm
added path per reflection, 2/kappa: 3.913 nm
effective well width: 8.913 nm
CORRECTED WIDTH: 0.479 meV
corrected lifetime: 1.375 ps
computed peak energy: 79.925 meV
computed peak transmission: 1.00000
computed FWHM: 0.4802 meV
width from complex energy: 0.4801 meV
width from decay in time: 0.4799 meV
bare width / computed FWHM: 1.777
unequal case, second transmission: 0.0025
unequal case, width formula: 0.2991 meV
unequal case, computed FWHM: 0.3000 meV
unequal case, peak formula: 0.6400
unequal case, computed peak: 0.6385
thin-barrier case, well width: 8.376 nm
thin-barrier case, peak energy: 74.79 meV
thin-barrier case, bare width: 0.4607 meV
thin-barrier case, computed FWHM: 0.4476 meV
rough barrier mass: 0.090 m0
heavier barrier, level: 73.34 meV
heavier barrier, width: 0.160 meV
rough nonparabolicity: 0.60 1/eV
nonparabolic speed / parabolic speed: 0.934
applied bias: 80 mV
field at this bias: 0.0484 MV/cm
biased level above emitter edge: 39.48 meV
biased width: 0.567 meV
rough monolayer thickness: 0.283 nm
level shift, one monolayer wider: -4.86 meV
rough mobility at 77 K: 100000 cm2/Vs
collision broadening at 77 K: 0.17 meV
thermal spread (FWHM) at 77 K: 23.4 meV
rough mobility at 300 K: 8000 cm2/Vs
collision broadening at 300 K: 2.16 meV
thermal spread (FWHM) at 300 K: 91.1 meV
every check passed
```
